# Orientation-averaged excluded area of two convex adsorbed footprints

A molecule that lands on a surface during atomic layer deposition needs room for its whole footprint, so each molecule already adsorbed blocks an area larger than the one it covers. This problem finds that blocked area for footprints of arbitrary convex shape and applies it to a precursor arriving on a surface that carries an inhibitor.

Let \(K_1\) and \(K_2\) be closed, bounded, convex plane sets with areas \(A_1,A_2\) and perimeters \(P_1,P_2\). \(K_1\) is held fixed. \(K_2\) is turned by an angle \(\theta\) (rotation \(R_\theta\)) and its reference point is put at \(\mathbf x\). The excluded area \(E(\theta)\) is the area of all \(\mathbf x\) for which the two sets overlap. Angle brackets denote an average over \(\theta\), uniform on the full circle.

### (a) Which set of positions is excluded?

**Solution.** The sets share a point if \(\mathbf a=\mathbf x+R_\theta\mathbf b\) for some \(\mathbf a\in K_1\), \(\mathbf b\in K_2\). The excluded positions are therefore

\[
D=\{\mathbf a-R_\theta\mathbf b\}=K_1+K_2',\qquad K_2'=-R_\theta K_2 ,
\]

where the sum of two sets means all sums of their points. In the plane, \(-1\) is a rotation by \(\pi\), so \(K_2'\) is \(K_2\) turned by \(\theta+\pi\), with unchanged area and perimeter. \(D\) is convex, because a weighted mean of two sums is the sum of the weighted means.

Mere touching does not matter. If the sets touch without penetrating or crossing each other, a line with some normal \(\mathbf u\) separates them, so \(\mathbf x\cdot\mathbf u\ge(\mathbf a-R_\theta\mathbf b)\cdot\mathbf u\) for all \(\mathbf a,\mathbf b\). Then \(\mathbf x\) lies on the boundary of \(D\), which has no area.

### (b) Express \(E(\theta)\) for two polygons through their edges.

**Solution.** Number the vertices \(\mathbf v_i\) counterclockwise. Edge \(i\) runs from \(\mathbf v_i\) to \(\mathbf v_{i+1}\), with length \(l_i\), outward unit normal \(\mathbf u_i=(u_x,u_y)\) and direction \(\mathbf t_i=(-u_y,u_x)\). The support function \(h(\mathbf u)=\max_{\mathbf x\in K}\mathbf x\cdot\mathbf u\) measures how far the set reaches along \(\mathbf u\). Adding the signed triangles from the origin to each edge gives

\[
A=\tfrac12\sum_i \mathbf v_i\times(\mathbf v_{i+1}-\mathbf v_i)
=\tfrac12\sum_i l_i\,\mathbf v_i\times\mathbf t_i
=\tfrac12\sum_i l_i\,h(\mathbf u_i).
\]

The last step uses \(\mathbf v\times\mathbf t=v_xu_x+v_yu_y=\mathbf v\cdot\mathbf u\) and the fact that edge \(i\) is where the maximum along \(\mathbf u_i\) is reached.

For \(D\), the maximum of \((\mathbf a+\mathbf b')\cdot\mathbf u\) is reached when both terms are at their maximum. Hence \(h_D=h_1+h_2'\), and the part of the boundary of \(D\) with normal \(\mathbf u\) is the sum of the corresponding parts of \(K_1\) and \(K_2'\). These are parallel edges or single points (length zero), so their lengths add: \(l_D(\mathbf u)=l_1(\mathbf u)+l_2'(\mathbf u)\). It follows that \(D\) has perimeter \(P_1+P_2\) at every angle, and

\[
E(\theta)=\tfrac12\sum_{\mathbf u}(l_1+l_2')(h_1+h_2')
=A_1+A_2+\tfrac12\sum_i l_{1i}h_2'(\mathbf u_{1i})+\tfrac12\sum_j l_{2j}h_1(\mathbf u_{2j}'),
\]

where the products \(l_1h_1\) and \(l_2'h_2'\) have given the two areas.

### (c) Integrate the support function of a polygon over all directions.

**Solution.** Write \(\mathbf u=(\cos\varphi,\sin\varphi)\) and \(\mathbf t=(-\sin\varphi,\cos\varphi)\). Between the normals \(\varphi_{i-1}\) and \(\varphi_i\) of its two edges, vertex \(\mathbf v_i\) is the farthest point, so \(h=\mathbf v_i\cdot\mathbf u\) there. Since \(\int\mathbf u\,d\varphi=(\sin\varphi,-\cos\varphi)=-\mathbf t\),

\[
\int_0^{2\pi}h\,d\varphi=\sum_i\mathbf v_i\cdot(\mathbf t_{i-1}-\mathbf t_i)
=\sum_i(\mathbf v_{i+1}-\mathbf v_i)\cdot\mathbf t_i=\sum_i l_i=P .
\]

The second equality renames the index in the first term. The mean of \(h\) over directions is thus \(P/2\pi\).

### (d) Average over the relative angle, and extend the result to curved outlines.

**Solution.** As \(\theta\) runs over the circle, \(K_2'\) turns past each fixed normal \(\mathbf u_{1i}\), so \(\langle h_2'(\mathbf u_{1i})\rangle=P_2/2\pi\). Likewise each normal \(\mathbf u_{2j}'\) sweeps all directions of the fixed \(K_1\), so \(\langle h_1(\mathbf u_{2j}')\rangle=P_1/2\pi\). The two half sums become equal:

\[
\langle E\rangle=A_1+A_2+\frac12P_1\frac{P_2}{2\pi}+\frac12P_2\frac{P_1}{2\pi}
=A_1+A_2+\frac{P_1P_2}{2\pi}.
\]

For curved outlines, choose boundary points so dense that every boundary point is within \(\varepsilon\) of one of them, and let \(Q\) be the polygon they span. Then \(Q\subset K\), and \(K\) lies inside \(Q\) widened by \(\varepsilon\). Widening a convex polygon by \(\varepsilon\) adds a strip along each edge and a circular sector at each corner. The sectors join to a full disk, so the area grows by \(P\varepsilon+\pi\varepsilon^2\). The true \(D\) lies between the polygonal one and the latter widened by \(2\varepsilon\), so the error in \(E(\theta)\) is at most \(2\varepsilon(P_{Q1}+P_{Q2})+4\pi\varepsilon^2\) at every angle. By (c), these perimeters cannot exceed that of a polygon enclosing the set, because a larger set has a larger \(h\). The error vanishes with \(\varepsilon\), while the areas and perimeters of the polygons tend to those of the curved sets.

### (e) Examine two needles, two identical disks, and other identical pairs.

**Solution.** A needle of length \(L\) is a polygon with two coinciding edges: \(A=0\), \(P=2L\). The result gives \(\langle E\rangle=2L_1L_2/\pi\). Directly, \(D\) is a parallelogram of area \(L_1L_2|\sin\theta|\), whose mean is the same. Needles cover nothing but still block each other.

For identical disks of radius \(r\),

\[
\langle E\rangle=2\pi r^2+\frac{(2\pi r)^2}{2\pi}=4\pi r^2=4A ,
\]

the area of a disk of radius \(2r\), as it must be when centres have to stay \(2r\) apart.

For any identical pair, \(\langle E\rangle/A=2+P^2/(2\pi A)\), so we need a lower bound on \(P^2/A\). On each arc of (c), \(h''=-h\), hence \(h^2-h'^2=-(hh')'\). Integrating over all arcs leaves the jumps of \(h'=\mathbf v\cdot\mathbf t\) at the edge normals:

\[
\int_0^{2\pi}(h^2-h'^2)\,d\varphi=\sum_i h(\mathbf u_i)(\mathbf v_{i+1}-\mathbf v_i)\cdot\mathbf t_i=\sum_i l_ih(\mathbf u_i)=2A .
\]

Insert the Fourier series \(h=a_0+\sum_{n\ge1}c_n\cos n(\varphi-\varphi_n)\), where \(a_0=P/2\pi\) by (c):

\[
A=\pi a_0^2-\frac{\pi}{2}\sum_{n\ge2}(n^2-1)c_n^2\le\frac{P^2}{4\pi}.
\]

So \(P^2\ge4\pi A\) for polygons and, by the limit in (d), for all convex sets. No identical convex pair has \(\langle E\rangle<4A\), and disks reach this bound.

### (f) What fraction of arriving molecules is blocked?

**Solution.** Let \(N\) molecules sit on an area \(S\), with density \(\rho=N/S\). A new molecule tries a uniformly random position with a uniform orientation independent of theirs. Each adsorbed molecule blocks it with probability \(\langle E\rangle/S\). Adding these probabilities counts overlapping exclusion zones more than once, so the blocked fraction obeys

\[
B\le\rho\langle E\rangle .
\]

The excess is at most the sum over pairs of their shared zones. If the density of close pairs scales as \(\rho^2\), as for random adsorption without attraction, then \(B=\rho\langle E\rangle+O(\rho^2)\). If molecules gather in islands, close pairs are proportional to \(\rho\) and even this first-order law fails.

When the arriving and adsorbed species are the same, the free fraction starts as \(1-(\langle E\rangle/A)\,\rho A\). The ratio in (e) is thus the initial loss of free positions per unit of covered fraction.

If the blockers have independent uniform positions and angles and may overlap one another, each misses the newcomer independently, and

\[
B=1-\left(1-\frac{\langle E\rangle}{S}\right)^N\longrightarrow 1-e^{-\rho\langle E\rangle}\qquad(S\to\infty,\ \rho\ \text{fixed}).
\]

Hard blockers, placed one after another with overlaps rejected, lack the pairs at closest approach. This reduces the double counting at order \(\rho^2\), so \(B\) lies above the exponential law at that order.

### (g) Evaluate the result for a tantalum precursor and a rod-shaped inhibitor.

Take an amido precursor for TaN whose adsorbed fragment keeps three ligands. Its footprint is the convex hull of three disks of radius 0.25 nm, with centres 0.40 nm apart. The inhibitor is the hull of two disks of radius 0.20 nm, with centres 0.50 nm apart. These are rough molecular sizes. The fragment's footprint is also used for the arriving molecule. The intact precursor carries more ligands and may need more room: four or five such disks on a square or regular pentagon of side 0.40 nm would raise the mixed excluded area found below to 2.22 or 2.58 nm².

**Solution.** Each footprint is a core (triangle or segment) widened by the disk radius, so the rule in (d) applies:

\[
A_{\rm Ta}=\tfrac{\sqrt3}{4}(0.40)^2+3(0.40)(0.25)+\pi(0.25)^2=0.5656\ \mathrm{nm^2},
\]
\[
P_{\rm Ta}=3(0.40)+2\pi(0.25)=2.7708\ \mathrm{nm},
\]
\[
A_{\rm inh}=2(0.50)(0.20)+\pi(0.20)^2=0.3257\ \mathrm{nm^2},\qquad
P_{\rm inh}=2(0.50)+2\pi(0.20)=2.2566\ \mathrm{nm}.
\]

The mixed pair then has

\[
\langle E\rangle=0.5656+0.3257+\frac{(2.7708)(2.2566)}{2\pi}
=0.5656+0.3257+0.9951=1.8864\ \mathrm{nm^2}.
\]

The perimeter term is more than half of the total. Counting overlaps directly from distances, over sampled positions and angles, gives 1.886 nm². The like pairs have 2.353 nm² (Ta fragment) and 1.462 nm² (inhibitor), or 4.16 and 4.49 times their own areas; the elongated inhibitor lies farther above the disk value of 4.

At an inhibitor density of 0.05 nm⁻² (\(5\times10^{12}\) cm⁻²), the first-order law gives \(B=0.094\). Simulated surfaces with hard inhibitors give \(0.0913\pm0.0007\) (one standard error). These are periodic boxes of 10 nm × 10 nm. At the higher density below, their finite size raises \(B\) by about 0.001, comparable to the statistical error. At 0.20 nm⁻² the first-order value is 0.377, the exponential law gives 0.314, and the simulation gives \(0.340\pm0.001\), between the two. The first-order law is then 11 % above the simulated value.

### (h) How far do the neglected effects move these numbers?

**Solution.** *Orientation.* Let \(R\) be the sum of the two disk radii. \(D\) is the difference set of the cores widened by \(R\). Its core perimeter does not depend on angle, so only the core area varies. For two inhibitors,

\[
E(\theta)=L^2|\sin\theta|+4LR+\pi R^2,\qquad L=0.50\ \mathrm{nm},\ R=0.40\ \mathrm{nm},
\]

which runs from 1.303 nm² (parallel) to 1.553 nm² (perpendicular). If the substrate locks the rods to two perpendicular directions, equally populated and uncorrelated, the mean is 1.428 nm², which is 2.3 % below the uniform average. For the mixed pair, the core area is that of the triangle plus \(L\) times the triangle's width across the rod. This width changes little, and \(E\) runs only from 1.869 to 1.895 nm².

*Adsorption sites.* Suppose both centres must sit on a square lattice of spacing 0.304 nm, roughly that of one sublattice on a (100) face of cubic TaN. With uniform orientations, one inhibitor blocks about 20.2 sites on average, equivalent to about 1.87 nm², or roughly 1 % less than the continuum value. This shift is sensitive to the assumptions. For spacings from 0.29 to 0.32 nm it runs from 0 to about 2 %. Locking the rod along a lattice axis makes it about 3 % at 0.304 nm and up to 4 % at nearby spacings.

*Notches.* The real outline of three disks has notches, so it is not convex. Counting overlaps with these notches open, while the inhibitor keeps its convex hull, gives 1.869 nm², 0.9 % below the hull. Putting the notched outline's own area (0.530 nm²) and perimeter (2.962 nm) into the formula gives 1.919 nm², too large by 2.7 %. The notches lengthen the outline but offer the rod little extra room. The convex hull is the better input here.

*Soft contacts.* Let the repulsion fall as \(e^{-d/\lambda}\) with a rough \(\lambda=0.03\) nm, and define contact by repulsion equal to \(k_BT\). Raising \(T\) from 298 K to 523 K shortens the contact distance by \(\delta=\lambda\ln(523/298)=0.0169\) nm. Replacing \(R\) by \(R-\delta\) gives

\[
\langle E\rangle\to\langle E\rangle-(P_1+P_2)\delta+\pi\delta^2=1.80\ \mathrm{nm^2},
\]

a drop of 4.4 % if the sizes in (g) are taken to hold at room temperature.

*The real process.* Amido-based TaN deposition is often run near 250 °C, the temperature used in the soft-contact estimate. That shift depends on the assumed decay length and reference temperature; with the values chosen, it is the largest of the corrections to the mixed pair sized here. The assumed sizes matter more: \(\langle E\rangle\) scales as length squared, so a 10 % error in all lengths changes it by about 20 %, and "about 2 nm²" is as fine as the model deserves. The inhibitor densities used are dilute. A dense inhibitor layer holds of the order of one molecule per nm² or more, where \(\rho\langle E\rangle\) exceeds one and the bound in (f) says nothing. Moreover, \(B\) describes single attempts at random positions. In a long exposure, repeated attempts keep filling the remaining gaps, so \(B\) is not the fractional loss of film thickness per cycle. Inhibitors that diffuse into islands also break the first-order law, by an amount not estimated here. The full set of values is in the numerical output.

## Computed results

```
Random polygons, largest relative errors over 4 pairs:
  edge formula at one angle      2.2e-16
  integral of support = perimeter 3.3e-09
  orientation-averaged formula   5.6e-07
Ta fragment: disk spacing 0.40 nm, disk radius 0.25 nm
  area 0.5656 nm^2, perimeter 2.7708 nm
Inhibitor: disk spacing 0.50 nm, disk radius 0.20 nm
  area 0.3257 nm^2, perimeter 2.2566 nm
Mean excluded area, formula | direct overlap count (nm^2):
  Ta fragment - inhibitor   1.8864 | 1.886
  Ta fragment - Ta fragment 2.3531 | 2.353
  inhibitor - inhibitor     1.4618 | 1.461
  equal disks, radius 0.4243 nm: 2.2625 | 2.263
Perimeter term P1*P2/(2 pi), mixed pair: 0.9951 nm^2
Excluded area / own area: Ta 4.160, inhibitor 4.489, disk count 4.000
Blocked fraction for an arriving Ta fragment:
  inhibitor density 0.05 nm^-2 = 5.0e+12 cm^-2
    density x excluded area 0.0943, 1-exp(-that) 0.0900
    simulated, hard inhibitors 0.0913 +- 0.0007
  inhibitor density 0.20 nm^-2 = 2.0e+13 cm^-2
    density x excluded area 0.3773, 1-exp(-that) 0.3143
    simulated, hard inhibitors 0.3404 +- 0.0012
  overlapping inhibitors, 20 in 10 nm x 10 nm: simulated 0.3183 +- 0.0015
    finite-box formula 0.3167
Neglected effects:
  mixed pair, range over angle: 1.8687 to 1.8955 nm^2
  inhibitor pair, range over angle: 1.3027 to 1.5527 nm^2
  inhibitors locked to 0 and 90 deg: 1.4277 nm^2 (-2.3 %)
  site lattice: constant 0.43 nm, spacing 0.304 nm
    sites blocked 20.19, area 1.866 nm^2 (-1.1 %)
  open notches: outline area 0.530 nm^2, perimeter 2.962 nm
    counted 1.869 nm^2 (-0.9 % from hull), formula misused 1.919 nm^2
  soft contacts: decay 0.03 nm, 298 K to 523 K, contact shorter by 0.0169 nm
    excluded area 1.8025 nm^2 (-4.4 %)
```
